Electron transmission through one modified bond between two identical tight-binding chains

**1. The decision that depends on the result**

Suppose you are calculating the resistance of two metal pads bonded face to face. You must decide whether the bond plane needs a resistance of its own or may be treated as ordinary metal. The simplest model replaces each pad by a chain of sites and the bond plane by one altered hopping element. If that element is r times the bulk one, an electron at the band centre crosses with probability

T₀ = 4r²/(1 + r²)².

At r = 0.8 this is 0.95, and the joint hardly matters. At r = 0.1 it is 0.04, and the joint may dominate the resistance of a thin pad. These notes derive the formula, extend it to other energies, and convert it into a resistance that can be compared with that of the pads.

**2. Model and conventions**

Sites are numbered by integers n and spaced by a, with one orbital each. All site energies are zero. Neighbouring sites are coupled by the matrix element −t with t > 0, except sites 0 and 1, which are coupled by −rt, with r real and nonzero. Electrons do not interact, and scattering at the joint is elastic and coherent. Away from the joint the amplitudes obey

Eψₙ = −t(ψₙ₋₁ + ψₙ₊₁),  (1)

while the two end sites obey

Eψ₀ = −tψ₋₁ − rtψ₁,
Eψ₁ = −rtψ₀ − tψ₂.  (2)

Inserting ψₙ = e^{ikn} into (1) gives

E = −2t cos k,

where k is the phase per site. The band runs from −2t to 2t, with its centre at k = π/2. The wave number is k/a, so the velocity is

v = (a/ħ) dE/dk = (2ta/ħ) sin k.

It is positive for 0 < k < π, so in this range e^{ikn} travels to the right and e^{−ikn} to the left.

To turn amplitudes into probabilities we need the current. From iħ dψₙ/dt′ = −t(ψₙ₋₁ + ψₙ₊₁), with t′ the time,

d|ψₙ|²/dt′ = 2 Re(ψₙ* dψₙ/dt′) = −(2t/ħ) Im(ψₙ*ψₙ₊₁) + (2t/ħ) Im(ψₙ₋₁*ψₙ).

The first term is the outflow to site n+1 and the second the inflow from site n−1. The current on a bulk bond is therefore

Jₙ→ₙ₊₁ = (2t/ħ) Im(ψₙ*ψₙ₊₁).

**3. Matching at the joint**

Let a wave of unit amplitude arrive from the left. Define, for every n,

Lₙ = e^{ikn} + ρe^{−ikn},  Rₙ = τe^{ikn}.

The true amplitude is Lₙ for n ≤ 0 and Rₙ for n ≥ 1. On the right the current is (2t/ħ)|τ|² sin k. On the left,

Lₙ*Lₙ₊₁ = e^{ik} + |ρ|²e^{−ik} + [ρe^{−ik(2n+1)} + complex conjugate].

The bracket is real, so the current is (2t/ħ)(1 − |ρ|²) sin k. Dividing by the incident current (2t/ħ) sin k gives T = |τ|² and reflection |ρ|². No velocity ratio appears because the two chains are identical.

Now continue each solution one site past the joint. The function Lₙ obeys (1) everywhere, in particular at n = 0:

EL₀ = −tL₋₁ − tL₁.

The true equation there is EL₀ = −tL₋₁ − rtR₁. Subtracting one from the other leaves L₁ = rR₁. In the same way, ER₁ = −tR₀ − tR₂ compared with ER₁ = −rtL₀ − tR₂ leaves R₀ = rL₀. Written out,

e^{ik} + ρe^{−ik} = rτe^{ik},  (3)
τ = r(1 + ρ).  (4)

From (4), ρ = τ/r − 1. Put this into (3):

e^{ik} − e^{−ik} + τe^{−ik}/r = rτe^{ik}.

The first two terms equal 2i sin k. Collecting τ and multiplying by r gives

τ = 2ir sin k / D,  D = r²e^{ik} − e^{−ik}.  (5)

Then

ρ = (2i sin k − r²e^{ik} + e^{−ik})/D = (1 − r²)e^{ik}/D,  (6)

because 2i sin k + e^{−ik} = e^{ik}.

For the modulus, split D into real and imaginary parts:

D = (r² − 1) cos k + i(r² + 1) sin k.

Since (r² + 1)² = (r² − 1)² + 4r²,

|D|² = (1 − r²)²(cos²k + sin²k) + 4r² sin²k = (1 − r²)² + 4r² sin²k.

Hence

T = 4r² sin²k / [(1 − r²)² + 4r² sin²k].  (7)

The reflection from (6) is (1 − r²)²/|D|², and the two add to one. At k = π/2 the denominator becomes (1 − r²)² + 4r² = (1 + r²)², which gives

T₀ = 4r²/(1 + r²)².  (8)

For r = 0.5 this is 1/1.5625 = 0.64. A wave packet gives a check that assumes no scattering state. A packet of rms width 40 sites, started 300 sites before the joint on a chain of 1200 sites and followed for a time 300ħ/t, passed with probability 0.6400 at central phase π/2. At π/3 it passed with 0.5714, which is the value of (7) with sin²k = 3/4.

**4. What the formula says**

Divide numerator and denominator of (7) by 4r² sin²k:

T = 1 / [1 + (1/r − r)²/(4 sin²k)].  (9)

The sign of r drops out. For |r| ≠ 1, transmission is largest at the band centre and goes to zero at the band edges, where the electron is slow. With t = 1.5 eV and r = 0.5, T falls from 0.64 at E = 0 to 0.57 at 1.5 eV and 0.25 at 2.7 eV. The band-centre formula should not be used for carriers near a band edge.

*Nearly perfect joint.* Put r = 1 − ε with small ε. Then 1/r − r ≈ 2ε, and at the centre T₀ ≈ 1 − ε². The loss is of second order: a hopping 20% too weak costs about 4% in this estimate, against 4.8% from (8).

*Weak joint.* For r² ≪ 1, T₀ ≈ 4r². At r = 0.1 this gives 0.0400 against 0.0392.

*Strong joint.* Equation (9) is unchanged when r is replaced by 1/r, so a bond twice as strong reflects as much as one half as strong. At the band centre the reason can be seen by eliminating the end sites. With E = 0, equations (2) give

ψ₁ = −ψ₋₁/r,  ψ₀ = −ψ₂/r.

The equation at site −1 then becomes

0 = −tψ₋₂ − tψ₀ = −tψ₋₂ + (t/r)ψ₂,

and the one at site 2 becomes 0 = (t/r)ψ₋₁ − tψ₃. Sites −1 and 2 now act as the ends of two chains coupled by +t/r, that is, by a hopping ratio −1/r. A strong bond ties its two sites together and leaves a weak link between their neighbours.

The cases r and 1/r still differ outside the band. Try a state that decays on both sides:

ψₙ = λ^{n−1} for n ≥ 1,  ψₙ = pλ^{−n} for n ≤ 0,

with p = ±1 and |λ| < 1. Each half obeys (1) with E = −t(λ + 1/λ). The condition L₁ = rR₁ reads p/λ = r, and R₀ = rL₀ reads 1/λ = rp, which is the same condition. So λ = p/r, which decays only if |r| > 1, and

E = −pt(r + 1/r).

For r = 2 and t = 1.5 eV the two levels lie at ±3.75 eV, outside the band edges at ±3 eV. Equal transmission therefore does not mean equal electronic structure.

**5. When the end sites differ in energy**

Atoms at a bond plane have different surroundings from atoms in the bulk, so their site energies may differ too. Let both end sites have energy u = wt. The left sides of (2) become (E − u)ψ₀ and (E − u)ψ₁, and the same subtraction as before gives

L₁ = rR₁ − wL₀,  R₀ = rL₀ − wR₁.

At k = π/2 we have L₀ = 1 + ρ, L₁ = i(1 − ρ), R₀ = τ and R₁ = iτ. The second condition gives

1 + ρ = τ(1 + iw)/r,  so  1 − ρ = 2 − τ(1 + iw)/r.

Insert both into the first condition and multiply by r:

2ir − iτ(1 + iw) = ir²τ − wτ(1 + iw).

Collect τ:

2ir = τ[i(1 + iw) + ir² − w(1 + iw)] = τ[−2w + i(1 + r² − w²)].

The squared modulus of the bracket is 4w² + (1 + r² − w²)². Expanding it gives

T = 4r² / [(1 + r²)² + 2w²(1 − r²) + w⁴].  (10)

For |r| < 1 a shift of either sign lowers T at the band centre. Away from the centre one sign can raise it: at E = −t and r = 0.5, a shift u = −t/3 raises T from 0.571 to 0.729. At the centre, with u = 0.5 eV and t = 1.5 eV, w² = 1/9, and the denominator at r = 0.5 is 1.5625 + 0.1667 + 0.0123 = 1.7415, so T = 0.574 instead of 0.64. For |r| > 1 a shift can help: at w² = r² − 1 the denominator is (1 + r²)² − (r² − 1)² = 4r², and T = 1. Formula (8) thus requires equal site energies up to the joint as well as identical chains.

**6. Stretching the bond**

To connect r with a stretch of the bond, a law for the hopping is needed. Assume r = exp(−d/b), where d is the stretch beyond the bulk spacing and b a decay length. Then 1/r − r = 2 sinh(d/b), and (9) at the centre becomes

T₀ = 1/[1 + sinh²(d/b)] = 1/cosh²(d/b).

Its slope is

dT₀/dd = −(2/b) T₀ tanh(d/b).

With b = 0.10 nm, r = 0.5 corresponds to d = b ln 2 = 0.069 nm. There tanh(d/b) = (2 − 0.5)/(2 + 0.5) = 0.6, so the slope is −20 × 0.64 × 0.6 = −7.68 per nm. A further 0.01 nm of stretch lowers T₀ from 0.640 to 0.564. At d = 0 the slope vanishes, so in this model a joint that is already stretched responds more strongly to a small added strain than a perfect one.

**7. From transmission to resistance**

Right-moving states number 1/(hv) per unit length, energy and spin. A small voltage V fills an extra energy window eV of them on one side. Each carries charge e at speed v and passes with probability T. With two spins,

I = 2 · e · v · [1/(hv)] · eV · T,  so  G = (2e²/h)T.

For T₀ = 0.64, G = 77.48 µS × 0.64 = 49.6 µS, or 20.2 kΩ. Most of this is present even without a joint, because a perfect chain has resistance h/2e² between its reservoirs. The part added by the joint is

R_add = (h/2e²)(1/T₀ − 1) = (h/2e²)(1 − T₀)/T₀.

Here (1 − T₀)/T₀ = 0.36/0.64 = 0.5625, and R_add = 7.26 kΩ.

This is also the quantity that adds in series when phase memory is lost between scatterers. Let two scatterers have transmissions T₁, T₂ and reflections R₁, R₂ (numbers here, not amplitudes). Summing probabilities over repeated reflections,

T₁₂ = T₁T₂(1 + R₁R₂ + (R₁R₂)² + …) = T₁T₂/(1 − R₁R₂).

Since 1 − R₁R₂ = T₁ + T₂ − T₁T₂,

(1 − T₁₂)/T₁₂ = (T₁ + T₂ − 2T₁T₂)/(T₁T₂) = (1 − T₁)/T₁ + (1 − T₂)/T₂.

Define the mean free path ℓ by letting a thin slice dx of pad reflect with probability dx/ℓ. A length L then contributes L/ℓ, and the joint is worth a length

L_eq = ℓ(1 − T₀)/T₀.

For ℓ = 20 nm and r = 0.5, L_eq = 11 nm. Here ℓ is a backscattering length. If 20 nm is instead the mean distance between collisions that send the electron either way with equal chance, L_eq doubles. The comparison of lengths answers the opening question for the chain model: the joint needs its own resistance if the pad is not much longer than L_eq. The rule assumes incoherent addition; in a long phase-coherent chain, interference between scatterers invalidates it.

**8. Temperature and heat**

Let Θ be the temperature and f the Fermi function with its chemical potential at the band centre. Write s = sin²k = 1 − (E/2t)². Differentiating (7),

dT/ds = 4r²(1 − r²)²/[(1 − r²)² + 4r²s]²,

which at s = 1 equals T₀(1 − T₀). To leading order in E² therefore

T(E) ≈ T₀ − T₀(1 − T₀)(E/2t)².

The thermal average of E² with weight −df/dE is (π²/3)(k_BΘ)², so the conductance uses a transmission lowered by

T₀(1 − T₀)(π²/3)(k_BΘ/2t)².

At 350 K, k_BΘ = 30.2 meV and the lowering is 7.7 × 10⁻⁵, which is negligible.

For heat, let the two sides differ in temperature by δΘ. Then f_left − f_right = (E/Θ)(−df/dE)δΘ. The resulting charge current is proportional to the integral of E T(E)(−df/dE), which vanishes because T(E) is even. With equal site energies up to the joint and hopping between nearest neighbours only, no thermovoltage arises, and the heat conductance is

K = (2/hΘ) ∫ E² T(E)(−df/dE) dE ≈ (2π²k_B²Θ/3h)T₀.

The numerical integral gives 424 pW/K for one chain. Its ratio to the Wiedemann–Franz value, (π²/3)(k_B/e)²GΘ, is 0.9996. The small deficit arises because the factor E² gives more weight to energies away from the centre, where T is lower.

Lattice vibrations carry heat as well. Three fully transmitting branches reaching up to a rough 7 THz would carry 283 pW/K, about two thirds of the electronic part. This is an upper estimate for those branches, so it does not give the actual size of the lattice part. It does leave room for a part that is not small, and the electronic value should therefore not be taken as the total heat conductance of the joint without a separate calculation.

**9. From a chain to a metal face**

Let identical chains form a simple cubic lattice with sideways hopping −t in every layer and a flat joint that has the same r everywhere. The sideways phases kₓ and k_y are conserved, and

E = −2t(cos kₓ + cos k_y + cos k).

Each pair (kₓ, k_y) is an independent chain with longitudinal energy E + 2t(cos kₓ + cos k_y). At half filling, E = 0, the channel is open if |cos kₓ + cos k_y| < 1. This holds for a fraction 0.630 of the pairs. Averaged over all pairs the transmission per site is 0.338, so an open channel transmits 0.338/0.630 = 0.54 on average. This lies below 0.64 because most channels are not at their own band centre, where (9) is largest.

For uncoupled chains with a = 0.25 nm, the added resistance times area is

7.26 kΩ × 6.25 × 10⁻¹⁶ cm² = 4.5 × 10⁻¹² Ω cm².

For the cubic metal it is

(h/2e²)a²(1/0.338 − 1/0.630) = 1.1 × 10⁻¹¹ Ω cm²,

about 2.4 times the value for uncoupled chains. Subtracting 1/0.630 assumes that electrons reach the joint spread evenly over the open channels. Scattering in the pads ensures this only roughly, so the second digit is not reliable: a Boltzmann treatment of the pads with one constant relaxation time gives a value about 10% lower, 2.2 times the value for uncoupled chains. The single-chain formula is exact for each channel at its own band centre, but only a guide to the order of magnitude for a whole face.

**10. Beside a real bonded pad**

The example has in mind a direct metal-to-metal bond between stacked chips. The chain's band width of 6 eV, the spacing of 0.25 nm, the mean free path of 20 nm and the temperature of 350 K are rough values of a plausible size for a metal. With the same t the cubic metal has a band 18 eV wide, but its joint resistance at half filling does not depend on t. The values r = 0.5 and b = 0.10 nm are assumptions, and r = 0.5 over the whole face describes a badly weakened bond. Specific resistances reported for real metal bonds vary widely with preparation, very roughly from a few 10⁻¹⁰ to 10⁻⁸ Ω cm², some tens to some thousand times the cubic-metal result. Real bonds break the assumption of a clean, flat, uniform joint: voids, oxide and roughness can all add resistance, though this model cannot say how much of the difference each one causes. Its result is an estimate for an ideal weakened joint, not a prediction for a device.

Within the chain model, a pad 1 µm thick contributes L/ℓ = 50 against 0.56 for the joint, so leaving the weakened hopping out of a resistance budget makes an error of about one percent. That conclusion holds for an ideal uniform joint with r near 0.5 or closer to 1. It must not be carried over to real bonds: the range quoted above runs from comparable with the resistance of the 1 µm pad in the chain model, 4 × 10⁻¹⁰ Ω cm², to about 25 times that value. A real bond therefore needs its own measured resistance in the budget.

Further omissions differ in kind. Hopping that skips one site across the joint, with 0.15 eV for each of the two such pairs and r held at 0.5, changes T at the band centre from 0.640 to 0.657, a relative change of under 3%. Away from the centre the effect is not small: with matrix elements of −0.15 eV, T rises by 39% at E = −1.5 eV and falls by 49% at E = 1.5 eV. Electron interactions and the tendency of a half-filled chain to distort its lattice are not estimated here. Either could change the low-energy states themselves, and formula (8) would then lose its starting point. The numerical output that follows lists the main values used in these notes.

Computed values

```
Inputs (rough typical values)
bulk hopping t = 1.50 eV; band width 4t = 6.00 eV
site spacing = 0.25 nm; hopping ratio r = 0.50
joint hopping r*t = 0.75 eV; temperature = 350 K
hopping decay length = 0.10 nm
mean free path in pads = 20 nm
Band-centre transmission from site-by-site solution
r = 0.10: T = 0.0392
r = 0.25: T = 0.2215
r = 0.50: T = 0.6400
r = 0.80: T = 0.9518
r = 1.00: T = 1.0000
r = 2.00: T = 0.6400
weak-joint estimate 4r^2 at r = 0.10: 0.0400
Transmission at r = 0.50 against energy
E = 0.0 eV: T = 0.6400
E = 1.5 eV: T = 0.5714
E = 2.7 eV: T = 0.2525
Wave packets, probability passed
r = 0.50, k = pi/2: 0.6400
r = 2.00, k = pi/2: 0.6400
r = 0.50, k = pi/3: 0.5714
bound states at r = 2.00: +/- 3.750 eV
Example results
transmission T = 0.6400; reflection = 0.3600
conductance quantum 2e^2/h = 77.48 uS
conductance = 49.59 uS
total two-terminal resistance = 20.17 kohm
(1-T)/T = 0.5625; added resistance = 7.26 kohm
added specific resistance = 4.54e-12 ohm cm2
bond stretch giving r = 0.0693 nm
slope dT/dd = -7.68 per nm
T after 0.01 nm more stretch = 0.5642
electronic heat conductance = 423.8 pW/K
ratio to Wiedemann-Franz value = 0.99962
Neglected effects
k_B * temperature = 30.16 meV
Fermi level above band bottom = 99 k_B*temperature
thermal lowering of T = 7.67e-05; formula 7.66e-05
end sites shifted by 0.50 eV: T = 0.5742
site-skipping hopping 0.15 eV: T = 0.6568
cubic metal: open channels per site = 0.6304
cubic metal: transmission per site = 0.3383
cubic metal: mean T of open channels = 0.5365
cubic metal: added resistance = 1.11e-11 ohm cm2
pad length with equal resistance = 11.25 nm
top lattice frequency (rough) = 7.0 THz
lattice heat, upper estimate = 282.7 pW/K
```
